# Spontaneous Rates of Two Microwave Transitions in Hydrogen

## Problem

A hydrogen atom can emit at microwave frequencies in two quite different ways. In the 1S ground state, the triplet of electron and proton spins lies above the singlet by \(\nu_{21}=1.42\) GHz; the transition between them is the 21 cm line. In the first excited shell, 2S\(_{1/2}\) lies above 2P\(_{1/2}\) by \(\nu_{2S}=1.06\) GHz and below 2P\(_{3/2}\). Both frequencies are given data, rounded to three figures.

(a) Show how the spontaneous rate \(A\) depends on the angular frequency \(\omega\) and on the transition moment.

(b) Evaluate the rate of Lyman alpha, 2P → 1S, as a reference.

(c) Scale from this reference to the rates of the 21 cm line and of 2S\(_{1/2}\) → 2P\(_{1/2}\). How far would the factor \(\omega^3\) alone have carried you?

(d) Decide how many digits of each result are meaningful, and whether the inverse rates are lifetimes.

Use nonrelativistic wavefunctions with a fixed nucleus, and an electron \(g\)-factor of 2. Apart from the given 1S splitting, neglect the proton's magnetic moment until part (d), and assume that no background radiation is present. Treat the 2P level as sharp until part (d).

## Hints

1. Put the field in a box of volume \(V\) and use the golden rule. Look for powers of \(\omega\) in two places: the strength of the field of one photon, and the number of modes.
2. The vacuum energy of one mode is \(\hbar\omega/2\), shared equally between the electric and magnetic fields.
3. Two states of equal parity have no electric dipole moment between them. Ask what else can couple the hyperfine levels.
4. For the 2P\(_{1/2}\) share, build a projector from \(\mathbf L\cdot\mathbf S\), which takes one value for \(j=1/2\) and another for \(j=3/2\).
5. Compare a magnetic moment \(\mu\) with an electric one through \(\mu/c\), which has the unit of an electric dipole.

## Solution

### (a) The rate law

The atom couples to the field through \(-\mathbf d\cdot\mathbf E\), with \(\mathbf d=-e\mathbf r\). The wavelength is taken to be much larger than the atom, so \(\mathbf E\) is evaluated at the nucleus.

For one mode, the electric energy \(\tfrac12\varepsilon_0V\langle E^2\rangle\) and an equal magnetic energy add up to \(\hbar\omega/2\). Hence

\[
\varepsilon_0V\langle0|E^2|0\rangle=\frac{\hbar\omega}{2},
\qquad
|\langle1|E|0\rangle|^2=\frac{\hbar\omega}{2\varepsilon_0V}.
\]

The second equation follows because \(E\) acting on the vacuum of the mode produces the one-photon state alone. For polarization \(\boldsymbol\epsilon\), the squared coupling is therefore \(\hbar\omega|\boldsymbol\epsilon\cdot\mathbf d_{fi}|^2/(2\varepsilon_0V)\).

The sum over wavevectors becomes an integral,

\[
\sum_{\mathbf k}\to\frac{V}{(2\pi)^3}\int k^2\,dk\,d\Omega
=\frac{V}{8\pi^3c^3}\int\omega^2\,d\omega\,d\Omega ,
\]

and the energy delta function contributes \(1/\hbar\) when it is integrated over \(\omega\). The golden rule gives

\[
A=\frac{2\pi}{\hbar}\,\frac{V}{8\pi^3c^3}\,\frac{\omega^2}{\hbar}\,
\frac{\hbar\omega}{2\varepsilon_0V}
\int d\Omega\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon\cdot\mathbf d_{fi}|^2
=\frac{\omega^3}{8\pi^2\varepsilon_0\hbar c^3}
\int d\Omega\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon\cdot\mathbf d_{fi}|^2 .
\]

The volume has cancelled. One power of \(\omega\) came from the field strength and two from the density of modes.

The two polarizations and the direction \(\hat{\mathbf k}\) form an orthonormal set, so the polarization sum is \(|\mathbf d_{fi}|^2-|\hat{\mathbf k}\cdot\mathbf d_{fi}|^2\). The average of \(\hat k_i\hat k_j\) over directions is \(\delta_{ij}/3\), and the angular integral is

\[
4\pi\left(1-\tfrac13\right)|\mathbf d_{fi}|^2=\frac{8\pi}{3}|\mathbf d_{fi}|^2 .
\]

Summing over the final atomic states,

\[
A=\frac{\omega^3}{3\pi\varepsilon_0\hbar c^3}\sum_f|\mathbf d_{fi}|^2 .
\]

For a magnetic moment the coupling is \(-\boldsymbol\mu\cdot\mathbf B\). The magnetic field of a plane wave is smaller than the electric field by \(1/c\) and points along \(\hat{\mathbf k}\times\boldsymbol\epsilon\). As \(\boldsymbol\epsilon\) runs over the two transverse directions, so does \(\hat{\mathbf k}\times\boldsymbol\epsilon\), up to a sign. The angular sum is unchanged, and the same law holds with \(\mathbf d\) replaced by \(\boldsymbol\mu/c\).

Let \(S\) be the squared moment summed over final states, in units of \((ea_0)^2\), where \(a_0\) is the Bohr radius. Since \(e^2/(4\pi\varepsilon_0\hbar c)=\alpha\),

\[
A=\frac{4\alpha}{3}\,\frac{a_0^2\omega^3}{c^2}\,S,
\qquad
A=A_{\rm ref}\left(\frac{\omega}{\omega_{\rm ref}}\right)^3\frac{S}{S_{\rm ref}} .
\]

The frequency cube is thus one of two factors. It gives the ratio of two rates by itself only if their values of \(S\) are equal.

### (b) The reference line

With lengths in units of \(a_0\), the wavefunctions needed are

\[
\psi_{1s}=\frac{e^{-r}}{\sqrt\pi},\qquad
\psi_{2s}=\frac{(2-r)e^{-r/2}}{4\sqrt{2\pi}},\qquad
\psi_{2p_z}=\frac{r\cos\theta\,e^{-r/2}}{4\sqrt{2\pi}} .
\]

The integral of \(\cos^2\theta\) over angles is \(4\pi/3\), and \(\int_0^\infty r^4e^{-br}dr=24/b^5\). Therefore

\[
\langle1s|z|2p_z\rangle
=\frac{1}{4\sqrt2\,\pi}\,\frac{4\pi}{3}\int_0^\infty r^4e^{-3r/2}\,dr
=\frac{1}{3\sqrt2}\,\frac{256}{81}
=\frac{128\sqrt2}{243}=0.7449 .
\]

The elements of \(x\) and \(y\) between these two states vanish because their integrands are odd in \(x\) or \(y\). By symmetry, \(p_x\) and \(p_y\) have the same element with \(x\) and \(y\). A general normalized 2P state has amplitudes \(c_{i,s}\) for orbital \(p_i\) and spin \(s\). Its moment to 1S with spin \(s\) has components \(0.7449\,c_{i,s}\), and summing their squares over \(i\) and \(s\) gives \(S_{\rm ref}=0.7449^2=0.5549\) for every 2P state.

The photon energy is \(\tfrac12-\tfrac18=\tfrac38\) hartree, so \(\omega_{\rm ref}=1.5503\times10^{16}\) rad/s. With \(a_0=\hbar/(\alpha mc)\) and the hartree equal to \(\alpha^2mc^2\),

\[
\frac{a_0\omega_{\rm ref}}{c}
=\frac38\,\frac{\hbar}{\alpha mc}\,\frac{\alpha^2mc^2}{\hbar c}=\frac{3\alpha}{8}.
\]

This ratio is small, which justifies the long-wavelength step; the two microwave lines satisfy the condition far better still. Inserting it into the rate law,

\[
A_{\rm ref}=\frac{4\alpha}{3}\,\frac{9\alpha^2}{64}\,\omega_{\rm ref}S_{\rm ref}
=\frac{3}{16}\alpha^3\omega_{\rm ref}S_{\rm ref}.
\]

With \(\alpha=7.297\times10^{-3}\), this gives \(A_{\rm ref}=6.268\times10^8\ \mathrm{s^{-1}}\).

### (c) Scaling to the two microwave lines

**Moment of 2S → 2P\(_{1/2}\).** The radial integral contains a cancellation between two terms:

\[
\langle2p_z|z|2s\rangle
=\frac{1}{32\pi}\,\frac{4\pi}{3}\int_0^\infty r^4(2-r)e^{-r}\,dr
=\frac{1}{24}(2\cdot24-120)=-3 .
\]

The sign depends on the phases chosen for the states and drops out of the rate. The three directions together give \(3\times9=27\), but this strength is spread over both 2P levels.

To select \(j=1/2\), use

\[
\frac{\mathbf L\cdot\mathbf S}{\hbar^2}=\tfrac12\left[j(j+1)-l(l+1)-s(s+1)\right],
\]

which equals \(-1\) for \(j=1/2\) and \(+\tfrac12\) for \(j=3/2\). The operator

\[
P=\frac13\left(1-\frac{2\,\mathbf L\cdot\mathbf S}{\hbar^2}\right)
\]

is then 1 on the first level and 0 on the second, so it projects onto 2P\(_{1/2}\). Starting from 2S with spin up,

\[
S_{2S}=9\sum_{i=x,y,z}\langle p_i\!\uparrow|P|p_i\!\uparrow\rangle
=9\cdot\frac13\,(3-0)=9 .
\]

The zero arises because the sum over \(i\) is a trace over the orbital states, and each component of \(\mathbf L\) has zero trace. Spin down gives the same result. The remaining strength of 18 belongs to 2P\(_{3/2}\), which lies higher and cannot be reached by emission.

**Moment of the 21 cm line.** Both hyperfine levels have the same 1S orbital, so the electric dipole element vanishes by parity. An S state has no orbital magnetic moment either. What remains is the spin moment \(\boldsymbol\mu=-\mu_B\boldsymbol\sigma_e\), where \(\boldsymbol\sigma_e\) holds the Pauli matrices of the electron. Writing the electron spin first,

\[
|T_0\rangle=\frac{|\!\uparrow\downarrow\rangle+|\!\downarrow\uparrow\rangle}{\sqrt2},
\qquad
|s\rangle=\frac{|\!\uparrow\downarrow\rangle-|\!\downarrow\uparrow\rangle}{\sqrt2},
\qquad
\sigma_{e,z}|T_0\rangle=|s\rangle .
\]

The \(x\) and \(y\) matrices turn \(|T_0\rangle\) into states with parallel spins, which are orthogonal to \(|s\rangle\). The squared spin element is therefore 1. For \(|\!\uparrow\uparrow\rangle\), the \(x\) and \(y\) elements are \(-1/\sqrt2\) and \(-i/\sqrt2\), while the \(z\) element vanishes; the squares again add to 1. The state \(|\!\downarrow\downarrow\rangle\) gives the same sum, so all three triplet states decay at the same rate.

With \(\mu_B=e\hbar/(2m)\),

\[
\frac{\mu_B}{ea_0c}=\frac{\hbar}{2mc}\,\frac{\alpha mc}{\hbar}=\frac{\alpha}{2},
\qquad
S_{21}=\left(\frac{\alpha}{2}\right)^2=1.331\times10^{-5}.
\]

**Rates.** The frequency of Lyman alpha is \(2.4674\times10^{15}\) Hz. The frequency ratios are \(5.755\times10^{-7}\) for the 21 cm line and \(4.296\times10^{-7}\) for the 2S line. The three factors in each rate are the reference rate, the cube of the frequency ratio and the ratio of squared moments:

\[
A_{21}=(6.268\times10^8)(1.906\times10^{-19})(2.399\times10^{-5})\ \mathrm{s^{-1}}
=2.87\times10^{-15}\ \mathrm{s^{-1}},
\]

\[
A_{2S}=(6.268\times10^8)(7.929\times10^{-20})(16.22)\ \mathrm{s^{-1}}
=8.06\times10^{-10}\ \mathrm{s^{-1}}.
\]

The cube alone would have given \(1.19\times10^{-10}\ \mathrm{s^{-1}}\) for the 21 cm line, too large by a factor of \(4.2\times10^4\). For the 2S line it would have given \(4.97\times10^{-11}\ \mathrm{s^{-1}}\), too small by a factor of 16.

It would also have put the two rates in the wrong order. The 21 cm line has the higher frequency, yet the 2S rate is larger by a factor of \(2.8\times10^5\). A magnetic moment of size \(\mu_B\) is weak compared with an electric moment of several \(ea_0\), and this outweighs the modest advantage in frequency.

### (d) What the numbers mean

Because \(A\propto\omega^3\), a small relative error in the frequency is tripled in the rate. Rounding the given frequencies to the nearest 0.01 GHz leaves an uncertainty of up to \(3\times0.005/1.42=1.1\%\) in the 21 cm rate and \(3\times0.005/1.06=1.4\%\) in the 2S rate. The reference rate varies as \(\omega_{\rm ref}^3a_0^2\), and with a moving nucleus \(\omega_{\rm ref}\) scales as the reduced mass and \(a_0\) as its inverse. \(A_{\rm ref}\) is thus lowered by the electron-to-proton mass ratio, about 0.05%, and its fourth figure belongs to the fixed-nucleus model only. For the 21 cm line, two figures are reasonable: \(A_{21}\approx2.9\times10^{-15}\ \mathrm{s^{-1}}\). In the absence of radiation and collisions, this is the only decay of the upper hyperfine level considered here, and its mean lifetime is \(1/A_{21}=3.5\times10^{14}\) s, or about 11 million years.

The 2S result has a more serious limitation. The final 2P level itself decays at the rate \(A_{\rm ref}\), so its natural width, measured as full width at half maximum, is

\[
\frac{A_{\rm ref}}{2\pi}=99.8\ \mathrm{MHz},
\]

which is 9.4% of the given 2S–2P interval. Across this width the factor \(\omega^3\) changes by roughly \(3\times9.4\%\approx28\%\). Near the line centre the changes on the two sides cancel to first order. Far from it the Lorentzian wing falls only as the inverse square of the detuning while \(\omega^3\) grows faster, so the wing cannot be separated cleanly from the two-photon emission mentioned below; the sharp-level value describes the resonant part only. Weighting \(\omega^3\) with the Lorentzian from zero up to twice the line frequency gives about 5% more than the sharp value, and up to ten times the line frequency about twice as much. The 2S level also has a hyperfine splitting. It scales with \(|\psi(0)|^2\), which is \(1/(8\pi)\) for 2S against \(1/\pi\) for 1S, so it is \(1.42/8\approx0.18\) GHz, larger than the 2P width. The singlet lies three quarters of this below the weighted centre and the triplet one quarter above it. This alone multiplies their rates by about \((0.93/1.06)^3\approx0.7\) and \((1.10/1.06)^3\approx1.1\), and the shifts cancel to first order only in the weighted average. The 2P\(_{1/2}\) level is split as well, by about \(1.42/24\approx0.06\) GHz, and the 2S singlet reaches only its upper component; with this included the factors become about 0.64 and 1.15, and their weighted average is about 1.02. No more than one figure should be kept, and \(A_{2S}\approx8\times10^{-10}\ \mathrm{s^{-1}}\) is an average over the hyperfine levels, not the rate of each.

The inverse of this rate, about 39 years, is not the lifetime of 2S. The state can also reach 1S by emitting two photons. That process is not calculated here; it shortens the lifetime to roughly a tenth of a second. Even among one-photon decays the microwave channel is not the fastest: a magnetic dipole transition 2S → 1S, which vanishes with the nonrelativistic wavefunctions used here, appears through relativistic corrections at about \(2.5\times10^{-6}\ \mathrm{s^{-1}}\).

## Variation 1: the true spin moments

*How does the 21 cm rate change when the actual magnetic moments of the electron and proton are used?*

Write \(\boldsymbol\mu=\mu_e\boldsymbol\sigma_e+\mu_p\boldsymbol\sigma_p\), with \(\mu_e<0\) and \(\mu_p>0\). The sum \(\boldsymbol\sigma_e+\boldsymbol\sigma_p\) is proportional to the total spin, which gives zero on the singlet. Hence

\[
\langle s|\boldsymbol\sigma_p|T\rangle=-\langle s|\boldsymbol\sigma_e|T\rangle,
\qquad
\langle s|\boldsymbol\mu|T\rangle=(\mu_e-\mu_p)\langle s|\boldsymbol\sigma_e|T\rangle .
\]

Since \(\mu_e-\mu_p=-(|\mu_e|+\mu_p)\), the magnitudes add. The rate is multiplied by \([(|\mu_e|+\mu_p)/\mu_B]^2\), which raises it by 0.54% to \(2.88\times10^{-15}\ \mathrm{s^{-1}}\) at the same frequency. This change is smaller than the possible effect of rounding the frequency.

## Variation 2: half the frequency in a finite box

*Suppose the 2S–2P interval were halved while the moment stayed fixed. What happens to the rate, and can the answer be seen by counting modes?*

The law gives a rate smaller by \(2^3=8\). For a direct count, take a periodic cube of edge \(L\), where \(\mathbf k=2\pi\mathbf n/L\) and \(\mathbf n\) has integer components. Choose \(L\) equal to 30 wavelengths of the original line. The resonant modes then lie near \(|\mathbf n|=n_0=30\), and near \(n_0=15\) after halving the frequency.

Discrete modes require a smoothed energy delta function. Take a Gaussian in \(|\mathbf n|\) with standard deviation \(w=0.7\). Since the field strength and mode density together vary as \(n^3\), the smoothing replaces \(n_0^3\) by

\[
\langle n^3\rangle=n_0^3+3n_0w^2
=n_0^3\left(1+\frac{3w^2}{n_0^2}\right).
\]

The excess is 0.16% at \(n_0=30\) and 0.65% at \(n_0=15\), so the expected ratio is \(8\times1.0016/1.0065=7.96\). The explicit sum over modes and polarizations gives 7.961, as the numerical output shows. The small departure from 8 is thus accounted for by the smoothing. The same excess of 0.16% appears in the full mode sum for the original line, \(8.074\times10^{-10}\ \mathrm{s^{-1}}\), compared with \(8.061\times10^{-10}\ \mathrm{s^{-1}}\) from the formula.

## Calculated quantities

```
REFERENCE: LYMAN ALPHA
frequency                        2.4674e+15 Hz
angular frequency                1.5503e+16 rad/s
<1s|z|2pz>                       0.7449 a0
squared moment S_ref             0.5549 (e a0)^2
rate A_ref                       6.2683e+08 1/s
21 CM LINE
given frequency                  1.42 GHz
wavelength                       21.11 cm
frequency ratio to Lyman alpha   5.7551e-07
cube of the ratio                1.9061e-19
alpha/2                          3.6487e-03
squared moment S                 1.3313e-05 (e a0)^2
moment factor S/S_ref            2.3990e-05
rate from the cube alone         1.195e-10 1/s
cube alone / full rate           4.168e+04
full rate                        2.866e-15 1/s
box mode sum                     2.871e-15 1/s
mean lifetime                    3.489e+14 s
mean lifetime                    1.105e+07 years
rate with true e and p moments   2.882e-15 1/s
change from true moments         0.54 %
2S1/2 -> 2P1/2
given frequency                  1.06 GHz
frequency ratio to Lyman alpha   4.2961e-07
cube of the ratio                7.9288e-20
<2pz|z|2s>                       -3.0000 a0
squared moment S to 2P1/2        9.0000 (e a0)^2
moment factor S/S_ref            16.218
rate from the cube alone         4.970e-11 1/s
full rate                        8.061e-10 1/s
box mode sum                     8.074e-10 1/s
1/rate for this channel          1.241e+09 s
1/rate for this channel          39.3 years
2P natural width (FWHM)          99.8 MHz
2P width / given frequency       0.094
COMPARISONS
box rate ratio, omega : omega/2  7.961
2S-2P rate / 21 cm rate          2.812e+05
```
